Half-Integer Skyrmion Number of a Polar Meron

**1. What the result prevents**

A polarization map of a vortex with an out-of-plane core is integrated for its skyrmion number, and the answer is 0.45. The number alone does not tell whether this is a damaged 0, a badly resolved 1, or a half with an identifiable deficit. Rounding to the nearest integer discards the texture, and refining the grid does not help if the missing 0.05 comes from a tilt at the edge of the map. The result gives the target value, its sign, and an edge term that accounts for the deficit.

It also corrects a tempting shortcut. An axial core and an in-plane far field of unit winding do not by themselves fix the number to ±1/2. One more condition is needed, and section 5 gives a texture that violates it and has the value 3/2.

**2. Definitions and statement**

Let P(x,y) be the polarization in one plane of the film, with z along the film normal and x, y, z right-handed. Assume that P vanishes nowhere and define the unit vector n = P/|P|. Assume that n is continuous and smooth, or smooth in pieces, with bounded first derivatives. The skyrmion number is

Q = (1/4π) ∫ n·(∂x n × ∂y n) dx dy,  (1)

taken as the limit of the integral Q(R) over discs of growing radius R. Write

n = (sinθ cosφ, sinθ sinφ, cosθ).  (2)

A polar point is a point where n = +ẑ or −ẑ; there φ is undefined. Assume that there are finitely many. Polar point i has a sign p_i = n_z = ±1 and an index w_i, the number of turns φ makes on a small counterclockwise circle around it. The far winding w is the number of turns of φ on a large counterclockwise circle. The far field is in-plane: n_z → 0 uniformly as R → ∞, while the total variation of φ on the circle stays bounded.

Statement: if the core has n = pẑ and n never points along −pẑ, then

Q = p w/2,  (3)

which is ±1/2 for w = ±1. Such a texture is called a meron; the name antimeron is used here for w = −1.

**3. Derivation**

*The density is an area.* Introduce the unit vectors

e_θ = (cosθ cosφ, cosθ sinφ, −sinθ),  e_φ = (−sinφ, cosφ, 0).

Differentiating (2) by the chain rule gives

∂x n = (∂xθ) e_θ + sinθ (∂xφ) e_φ,
∂y n = (∂yθ) e_θ + sinθ (∂yφ) e_φ.

In the cross product the terms e_θ×e_θ and e_φ×e_φ vanish. Multiplying out components shows e_θ×e_φ = n, hence e_φ×e_θ = −n. Since n·n = 1,

n·(∂x n × ∂y n) = sinθ (∂xθ ∂yφ − ∂yθ ∂xφ).  (4)

This is the area element sinθ dθ dφ of the unit sphere, with a sign for orientation. Q therefore counts the signed area swept by n in units of the full sphere, 4π.

*The area is a curl.* Away from polar points define the planar vector A = −cosθ ∇φ. Its curl is

∂x(−cosθ ∂yφ) − ∂y(−cosθ ∂xφ)
= sinθ ∂xθ ∂yφ − cosθ ∂x∂yφ − sinθ ∂yθ ∂xφ + cosθ ∂y∂xφ
= sinθ (∂xθ ∂yφ − ∂yθ ∂xφ),  (5)

because the mixed derivatives cancel. A contains only the gradient of φ, so a jump of φ by 2π between branches does no harm. If n is smooth only in pieces, the component of A along a join is the same on both sides, and the two line integrals along the join cancel.

*Stokes' theorem with holes.* Take a disc of radius R with no polar point on its edge and remove a small disc of radius ε around each polar point inside. The boundary consists of the outer circle, run counterclockwise, and the small circles, run clockwise. Writing all loops counterclockwise,

∫ curl A dx dy = −∮_R n_z dφ + Σ_i ∮_i n_z dφ.  (6)

On a small circle replace n_z by p_i + (n_z − p_i). The first part gives 2π p_i w_i. For the second, |n_z − p_i| = 1 − |cosθ| = sin²θ/(1 + |cosθ|) ≤ sin²θ near the point. The chain rule above gives sinθ |∇φ| ≤ G, where G bounds the gradient of n. The integrand is thus at most G sinθ, and its integral over a circle of length 2πε vanishes as ε → 0. The removed discs contribute no area in this limit. Dividing (6) by 4π,

Q(R) = ½ Σ_i p_i w_i − (1/4π) ∮_R n_z dφ.  (7)

This is the formula to implement. It holds on a finite disc, whatever the tilt at its edge.

*The far limit.* The edge term is at most max|n_z| times the total variation of φ, divided by 4π. Both far-field assumptions are used here, and the term vanishes.

*Counting turns.* Between the outer circle and the small ones ∇φ is free of curl, so Stokes' theorem applied to ∇φ gives Σ w_i = w. If every polar point has sign p, then

Q = ½ Σ p w_i = ½ p w,

which is (3). Further points with n = +pẑ do no harm. If both signs occur, split the sum into north points (p_i = +1) and south points (p_i = −1):

Q = ½ (Σ_north w_i − Σ_south w_i) = w/2 − Σ_south w_i.  (8)

The last sum is an integer. With an in-plane far field and odd w, Q is therefore a half-odd integer; with even w it is an integer.

**4. The axisymmetric case**

Let n_z depend on r alone and let φ = wα + γ, where α is the polar angle in the plane and γ, the helicity, is constant. Then ∇φ has only an angular component, equal to w/r, and (4) gives the density

q(r) = (1/4π) sinθ (dθ/dr)(w/r) = −(w/4πr) dn_z/dr.

Multiplying by 2πr and integrating from the core outwards,

Q(R) = (w/2) [p − n_z(R)].  (9)

The helicity has dropped out: circulating (γ = π/2) and radial (γ = 0) merons have the same Q. For p = w = 1 and n_z falling steadily to zero, n covers the northern hemisphere once, an area 2π out of 4π.

Equation (9) holds even if n_z touches −p on a whole ring, a case outside the finite count of section 3. Avoiding the opposite pole is thus sufficient for (3), not necessary.

The example below uses

n_z = p exp(−r²/c²), with core length c.

Then dn_z/dr = −(2r/c²) n_z, and

q(r) = p w exp(−r²/c²)/(2πc²),
Q(R) = (p w/2) [1 − exp(−R²/c²)].  (10)

**5. When the value is not one half**

*An extra texture at the opposite pole.* Put z = x + iy and describe n by ζ = (n_x + i n_y)/(1 + n_z) = tan(θ/2) e^{iφ}. Take a meron with p = w = 1 and multiply its ζ by (z − a)/(z − b), with a = 6 nm and b = 8 nm. Far away the factor tends to 1, so |ζ| → 1: the far field is still in-plane with winding 1. There are now three polar points:

- core: n_z = +1, index +1;
- x = 6 nm, where ζ = 0: n_z = +1, index +1;
- x = 8 nm, where ζ is infinite: n_z = −1, index −1.

The indices add to 1, as they must, but ½ Σ p_i w_i = ½(1 + 1 + 1) = 3/2. Direct integration of (1) gives 1.500.

*Crossing the equator is harmless.* A second texture was stretched, given a fourfold distortion of its azimuth, and dented so that n_z falls to −0.704 beside the core. It never reaches −ẑ, and integration gives Q = 0.50000. The southern area it sweeps is swept back with opposite sign.

*Tilted far field.* If n_z → p m at the edge, with m constant, the edge term in (7) is −p m w/2, and

Q = p w (1 − m)/2.  (11)

This is no longer a quantized number. With w = 1 and the same far tilt n_z = +0.1, an up core has Q = 0.45 and a down core −0.55. Their difference is still 1.

*Vanishing polarization.* Suppose n at the edge is held fixed, and P and its first derivatives change continuously without P vanishing anywhere. Then Q varies continuously, while (7) lets it change only by integers, since the edge term is fixed and Σ w_i is fixed by the edge winding. So Q stays constant. Now reverse the core, with no polar points of the other sign present before or after. This changes Q by w in magnitude and therefore requires P = 0 somewhere during the process. A ferroelectric can do this because |P| is soft; the protection is an energy cost, not a prohibition. The argument concerns a continuous field. On a grid of cells the zero can lie between cells, so Q can jump by an integer while every cell keeps a nonzero P.

**6. Evaluation on a grid of unit cells**

Split each square of four neighbouring cells into two triangles and take the corners a, b, c of each counterclockwise. The signed solid angle Ω of the spherical triangle of their unit vectors obeys

tan(Ω/2) = a·(b×c) / (1 + a·b + b·c + c·a),  (12)

with the quadrant chosen from the signs of numerator and denominator, as a two-argument arctangent does. Then Q = Σ Ω/4π.

To derive (12), rotate the axes so that a = ẑ; both sides are unchanged by rotations. The form (1 − cosθ) dφ has the area element as its curl and is regular at a. On the sides through a, dφ = 0, so Ω is the integral of (1 − cosθ) dφ from b to c along the great circle. With ζ = tan(θ/2)e^{iφ} one has 1 − cosθ = 2|ζ|²/(1 + |ζ|²), and therefore

Ω/2 = ∫ Im(ζ* dζ)/(1 + |ζ|²).

Let χ = e^{iβ}(1, ζ)/√(1 + |ζ|²) be a spinor pointing along n. Carry it from b to c by rotation about the normal k of the great circle: χ(s) = exp(−i s k·σ/2) χ(0), with σ the Pauli matrices. Since k·n = 0 along the path, ⟨χ|dχ⟩ = −(i/2)(k·n) ds = 0, whose imaginary part reads dβ = −Im(ζ* dζ)/(1 + |ζ|²). Also ⟨χ(0)|χ(s)⟩ = cos(s/2), which is positive for an arc shorter than π. But this overlap equals e^{i(β_c − β_b)} (1 + ζ_b* ζ_c) times a positive number, so

arg(1 + ζ_b* ζ_c) = β_b − β_c = Ω/2.

Multiply 1 + ζ_b* ζ_c by the positive factor (1 + b_z)(1 + c_z) and use tan(θ/2)(1 + cosθ) = sinθ. The real part becomes (1 + b_z)(1 + c_z) + b_x c_x + b_y c_y = 1 + b_z + c_z + b·c. The imaginary part becomes b_x c_y − b_y c_x = a·(b×c). With a = ẑ this is (12).

Every interior arc is shared by two triangles and traversed in opposite directions. The total area is therefore fixed by the edge polygon up to multiples of 4π, and Q up to integers. Interior noise cannot shift Q by a fraction.

Finite differences in (1) lack this property. If n turns by an angle δ per cell of width d along a great circle, the central difference has length sinδ/d instead of δ/d, and the gradient is underestimated.

**7. Worked example: a tensile-strained PbTiO3 film**

The parameters are rough typical values or choices for such a film: P0 = 70 µC/cm², thickness t = 8 nm, cell 0.4 nm, core length c = 3 nm, background relative permittivity 7, temperature 300 K, and a field E_r = 1 MV/cm that restores the polarization direction. The profile (10) is prescribed, not obtained by minimizing an energy.

*Charge and size.* Integration of (1) gives +0.50000 for (p,w) = (+1,+1) and (−1,−1), and −0.50000 for the two mixed cases. The sign of Q alone therefore does not distinguish a meron from an antimeron. For w = 2 the result is 1.00000. The peak density is 1/(2π·9 nm²) = 0.0177 nm⁻². The charge inside 3 nm is 0.316; inside 4.55 nm it is 0.450, which is 90% of the total; inside 9 nm it is 0.4999. A circular map of radius 4.55 nm thus produces the 0.45 of section 1 by truncation. A square map of half-width L also contains the corners and gives ½ erf(L/c)², which is 0.469 for L = 4.55 nm and 0.45 for L ≈ 4.13 nm.

*Bias.* Let E be a small out-of-plane field inside a film whose electrodes screen the surface charge. The energy density −P0 E n_z + ½ P0 E_r n_z² is then least at n_z = E/E_r. Without screening, the depolarizing field estimated below would make the tilt far smaller. A bias of 0.1 MV/cm along the core direction gives m = 0.1 and, by (11), Q = 0.45 again; the opposite bias gives 0.55. Truncation and tilt give the same number, and (7) handles both: the edge term supplies the missing 0.05.

*Grid.* On a map 19.6 nm wide with one vector per cell, (12) gives 0.50000 and finite differences give 0.4955, a deficit of 0.9%. Its sign agrees with the estimate in section 6.

*Temperature.* Treat each column, one cell wide and as tall as the film, as rigid and independent. Its volume is 0.16 × 8 = 1.28 nm³, and P0 E_r times this volume is 9.0 × 10⁻²⁰ J. Equipartition, ½ P0 E_r V δ² = ½ k_B T with k_B T = 4.1 × 10⁻²¹ J, gives a tilt δ = √(0.046) = 0.215 rad per component. The same stiffness is used for both directions of tilt. The electrostatic cost of the bound charge on a column that tilts alone is left out. In a real film it would make such independent tilts smaller, so the value serves here as a strong test disturbance, not as a prediction. Over 200 random maps Q has mean 0.498 and rms spread 0.034. When the same disturbances are applied with the edge cells held fixed, Q changes by no more than rounding error. The spread is an edge effect. The contributions of the edge cells have random signs, so on wide maps the spread grows roughly as the square root of the edge length, and the value 0.034 belongs to this map width.

For a single uncoupled cell the same estimate gives 0.96 rad, too large for a harmonic treatment. A snapshot of one atomic layer needs a model with coupling between cells.

*Softening.* Reducing the core polarization from 70 to 21 µC/cm² leaves Q = 0.50000. Continuing through zero to −21 µC/cm² gives −0.50000. The switch occurs where P vanishes at the core. On the 0.4 nm grid with the core between cells, the sum of (12) jumps at the same point although the four nearest cells keep |P| ≈ 0.13 P0.

*Depolarizing field.* The core leaves surface charge ±P0 exp(−r²/c²) on the two film faces. On the axis at mid-film, at distance h = t/2 from each face, a ring of radius r on one face contributes the usual axial field of a charged ring. The two faces add, both opposing P_z, and the total is

E = (P0/ε) ∫ exp(−r²/c²) h r dr/(r² + h²)^{3/2}.

For uniform P_z the integral is 1 and E is about 110 MV/cm. For the 3 nm core E is about 19 MV/cm, far above E_r. One permittivity has been used everywhere, and the value depends on the surroundings: with relative permittivity 1, 30 or 300 outside both faces the same charge gives about 30, 8 or 1 MV/cm at mid-film. A surrounding of high permittivity thus acts as screening, and the statements below refer to the 19 MV/cm of low-permittivity surroundings. To bring this mid-film field down to E_r, a fraction 1 − 1/19 ≈ 95% of the surface charge must be compensated. Nearer the faces the field on the axis is stronger, and more compensation is needed. Both this field and the restoring field E_r act against P_z, and without screening this field is much the larger. The prescribed profile takes no account of it, so it should not be expected to describe the core of an unscreened film. The topological statement remains true for whatever nonvanishing texture replaces it, provided that texture meets the conditions of section 2.

*Volume charge.* Let P be the same at every depth, and let its in-plane part have magnitude P0 f(r). Its radial and angular components are P0 f cosψ and P0 f sinψ, with ψ = (w − 1)α + γ. The divergence in polar coordinates is

div P = P0 [f′ + f/r + (w − 1) f/r] cosψ = P0 (f′ + w f/r) cosψ.

For w = 1 and γ = π/2 this vanishes: such a circulating meron has no volume charge. If the core width changes with depth, the term ∂P_z/∂z adds some. The radial meron reaches 4.1 e/nm³ in magnitude and the antimeron 1.0 e/nm³. Textures with equal |Q| can thus carry very different volume charge.

*Comparison with real films.* Polar merons have been reported in PbTiO3 films under tensile strain. The polarization and cell size used here are ordinary for the material. The core length and E_r are the least certain inputs, and E_r depends strongly on strain. Real textures are not axisymmetric, since the crystal favours particular in-plane directions; the distorted texture of section 5 shows that this alone need not move Q. Real far fields are not perfectly in-plane, and this does move it: by 0.05 for the 0.1 tilt, and by about 0.03 rms for the thermal model on the 19.6 nm map. A core that only widens or changes its helicity through the thickness keeps the same full Q, but on a map of limited width the truncated value changes with the core width. If the core reverses at a depth where P vanishes, the full Q changes as well. A projected image therefore does not determine Q for every layer.

**8. Procedure**

1. Check that |P| is well above the noise in every cell. Where it is not, the direction n is unreliable, and so is Q.
2. Normalize, then sum (12) over counterclockwise triangles. If the row index of an image increases downwards and is used as y while n_y still refers to the upward direction, the sign of Q is reversed. If n_y is also measured downwards, the two reversals cancel. Viewing the film from the other side reverses p but not w, and hence reverses Q.
3. Along the counterclockwise edge, sum the mean n_z of neighbouring cells times the step of φ, taken between −π and π. Divide by 4π and add the result to Q. This requires an edge clear of polar points and small steps of φ.
4. Compare the corrected value with ½ Σ p_i w_i. For unit winding it should lie near a half-odd integer. A clear departure signals an edge that is too coarsely resolved, since with (12) the interior can change Q only by integers. Poor resolution or vanishing P in the interior shows instead as an error of a whole integer. If the interior is well resolved, a value near ±3/2 signals polar points of both signs.

For the distorted texture cut off at 5 nm, the area integral is 0.49484, and ½ minus the independently computed edge term is also 0.49484. The numerical output lists the remaining values.

Computed results

```
Core length: 3.0 nm; film thickness: 8.0 nm
Unit cell: 0.4 nm; polarization: 70 uC/cm2
Background permittivity: 7; temperature: 300 K
Restoring field: 1.0 MV/cm; bias: 0.1 MV/cm
Q for p=+1, w=+1: +0.50000
Q for p=+1, w=-1: -0.50000
Q for p=-1, w=+1: -0.50000
Q for p=-1, w=-1: +0.50000
Q for radial meron, p=+1, w=+1: +0.50000
Q for p=+1, w=+2: +1.00000
Q inside radius 3.00 nm: 0.31606
Q inside radius 4.55 nm: 0.45000
Q inside radius 6.00 nm: 0.49084
Q inside radius 9.00 nm: 0.49994
Peak topological density: 0.01768 nm^-2
Distorted texture: Q = 0.50000, lowest n_z = -0.704
Distorted, 5 nm disc: area integral 0.49484, edge 0.49484
Counterexample core point at x = 0 nm: n_z = +1, index = +1
Counterexample second point at x = 6 nm: n_z = +1, index = +1
Counterexample third point at x = 8 nm: n_z = -1, index = -1
Counterexample: far winding +1, Q = 1.500
Core polarization +21 uC/cm2: Q = +0.50000
Core polarization -21 uC/cm2: Q = -0.50000
Bias-induced far n_z: 0.10; Q = 0.45000
Unit-cell map width: 19.6 nm
Unit-cell map, spherical triangles: Q = 0.50000
Unit-cell map, finite differences: Q = 0.49551
Thermal tilt per component, column: 0.215 rad
Same for one uncoupled cell (harmonic): 0.96 rad
Thermal maps, free edge: mean Q 0.4976, rms 0.0337
Thermal maps, fixed edge: largest change 2.2e-16
Depolarizing field, uniform P_z: 112.9 MV/cm
Depolarizing field, meron core: 19.2 MV/cm
Compensation needed: 94.8 %
Peak bound charge, circulating meron: 0.0000 e/nm3
Peak bound charge, radial meron: 4.12 e/nm3
Peak bound charge, antimeron: 0.98 e/nm3
```
